# Amplitude of a straight clamped blister in von Karman theory

## Definitions and conventions

A film of thickness $h$, Young modulus $E$ and Poisson ratio $\nu$ lies on a rigid substrate. It is detached over a long straight strip of width $2b$ and perfectly bonded elsewhere. The coordinate $x$ runs along the strip, $y$ across it with $-b\le y\le b$, and $z$ is measured upward from the film's middle plane.

Before buckling the detached film is flat and carries a uniform compressive stress. Its component across the strip is $\sigma$, counted positive in compression, so the tensile stress component is $\sigma_{yy}=-\sigma$. All displacements and strains are measured from this flat, stressed state. The in-plane displacement across the strip is $u(y)$ and the deflection away from the substrate is $w(y)$. A prime denotes $d/dy$. The edges are idealized as clamped (Remark 4 gives the size of the error):

$$u=w=w'=0\quad\text{at } y=\pm b .$$

Define

$$\bar E=\frac{E}{1-\nu^2},\qquad D=\frac{\bar E h^3}{12},\qquad \sigma_c=\frac{\pi^2}{12}\,\bar E\left(\frac hb\right)^2 .$$

The definitions give $D\pi^2/b^2=\sigma_c h$, which is used repeatedly below.

**Assumptions.** The film is isotropic and linearly elastic, and thin compared with $b$. Slopes are small, but their squares are kept in the membrane strain, as in von Karman theory. Displacements do not vary along $x$, and the bonded film on both sides prevents any change of strain in that direction. The width $2b$ is fixed. Any contact with the substrate inside the strip is frictionless and without adhesion.

## Theorem

Let $\Pi$ be the elastic energy per unit length of strip, relative to the flat state.

1. If $\sigma\le\sigma_c$, the flat state is the only equilibrium.
2. If $\sigma>\sigma_c$, the lowest energy among all clamped states with $w\ge0$ is reached by one shape only,

$$w(y)=\frac A2\left[1+\cos\frac{\pi y}{b}\right],\qquad A=h\sqrt{\frac43\left(\frac{\sigma}{\sigma_c}-1\right)},$$

and its energy is $\Pi=-bh(\sigma-\sigma_c)^2/\bar E$.

Here $A$ is the full height at the centre, since the bracket equals 2 at $y=0$.

## Lemma 1: the energy

$$\Pi=\int_{-b}^{b}\left[\frac{\bar E h}{2}e^2-\sigma h\,e+\frac D2 w''^2\right]dy,\qquad e=u'+\frac12w'^2 .$$

**Proof.** A line element $dy$ of the middle plane acquires the squared length $[(1+u')^2+w'^2]dy^2$. Half the relative change of squared length is $u'+u'^2/2+w'^2/2$. Since $u'$ is of order $w'^2$, the term $u'^2/2$ is of fourth order in the slope and is dropped, leaving $e$. At height $z$ bending adds $-zw''$, so the local strain is $\varepsilon=e-zw''$.

Let $s_x,s_y$ be the changes of the in-plane stresses. The film is thin, so the stress normal to it is neglected. Zero added strain along $x$ requires $(s_x-\nu s_y)/E=0$, hence $s_x=\nu s_y$. Across the strip,

$$\varepsilon=\frac{s_y-\nu s_x}{E}=\frac{1-\nu^2}{E}s_y,\qquad\text{so}\qquad s_y=\bar E\varepsilon .$$

The stress along $x$ does no work because the strain there does not change. The work per unit volume across the strip is

$$\int_0^\varepsilon(-\sigma+\bar E\varepsilon_1)\,d\varepsilon_1=-\sigma\varepsilon+\frac{\bar E}{2}\varepsilon^2 .$$

Now insert $\varepsilon=e-zw''$ and integrate over $-h/2<z<h/2$. Terms linear in $z$ vanish, and $\int z^2dz=h^3/12$ produces $D$. ∎

The prestress along the strip has dropped out. Among states that do not vary along $x$, the theorem therefore holds for equibiaxial and unequal prestress alike, with $\sigma$ the component across the strip. The prestress along the strip still decides whether such a state is stable against disturbances that vary along $x$ (Remarks 2 and 4).

## Lemma 2: equilibrium

In equilibrium the compressive force per unit length $N=h(\sigma-\bar Ee)$ is uniform across the strip. Where the film is free of contact,

$$Dw''''+Nw''=0 .$$

**Proof.** Vary $u$ by $\delta u$, with $\delta u(\pm b)=0$. Since $\delta e=\delta u'$,

$$\delta\Pi=-\int_{-b}^{b}N\,\delta u'\,dy=\int_{-b}^{b}N'\,\delta u\,dy=0,$$

so $N'=0$. Next vary $w$, for which $\delta e=w'\delta w'$:

$$\delta\Pi=\int_{-b}^{b}\left[Dw''\delta w''-Nw'\delta w'\right]dy .$$

Two integrations by parts in the first term and one in the second give $\int(Dw''''+Nw'')\delta w\,dy$. The boundary terms vanish because $\delta w$ and $\delta w'$ vanish at the clamped edges. ∎

The force is uniform because no shear traction acts on the detached film. Averaging $e$ over the strip removes $u$, since $\int u'dy=u(b)-u(-b)=0$. With

$$m=\frac1{2b}\int_{-b}^{b}\frac{w'^2}{2}\,dy,$$

uniform $N$ means uniform $e=m$, and therefore

$$N=h(\sigma-\bar E m).$$

The number $m$ is the extra length gained by deflecting, per unit width. It measures how much compression the blister has relieved.

## Lemma 3: the least bending cost

For every clamped deflection,

$$\int_{-b}^{b}w''^2dy\ \ge\ \frac{\pi^2}{b^2}\int_{-b}^{b}w'^2dy,$$

with equality only for multiples of $1+\cos(\pi y/b)$.

**Proof.** Put $v=w'$. Clamping gives $v(-b)=v(b)=0$ and $\int v\,dy=w(b)-w(-b)=0$. Hence $v$ continues periodically with period $2b$ without a jump, and its Fourier series has no constant term:

$$v=\sum_{n\ge1}\left(\alpha_n\cos\frac{n\pi y}{b}+\beta_n\sin\frac{n\pi y}{b}\right).$$

By orthogonality of the terms,

$$\int v^2dy=b\sum_{n\ge1}(\alpha_n^2+\beta_n^2),\qquad \int v'^2dy=b\sum_{n\ge1}\frac{n^2\pi^2}{b^2}(\alpha_n^2+\beta_n^2).$$

Each factor $n^2$ is at least 1, which proves the inequality. Equality leaves only $n=1$. Then $v(b)=-\alpha_1=0$, so $v=\beta_1\sin(\pi y/b)$. Integrating from $-b$ with $w(-b)=0$ gives $w=-(\beta_1b/\pi)[1+\cos(\pi y/b)]$. ∎

Multiplied by $D$, the lemma reads

$$D\int w''^2dy\ge\sigma_ch\int w'^2dy=4b\sigma_ch\,m .$$

## Proof of the theorem

**Part 1.** Suppose an equilibrium has $w\ne0$. Take the virtual deflection $\delta w=w$. Contact pressure, if any, acts only where $w=0$, so it does no work. The variation in Lemma 2 then gives

$$D\int w''^2dy=N\int w'^2dy .$$

By Lemma 3 the left side is at least $\sigma_ch\int w'^2dy$, and this integral is positive. Hence $N\ge\sigma_ch$. Inserting $N=h(\sigma-\bar Em)$ gives $\sigma-\sigma_c\ge\bar Em>0$. A deflected equilibrium thus requires $\sigma>\sigma_c$. For $w=0$, uniform $e=u'$ with zero mean gives $u=0$, which is the flat state.

**Part 2.** For a given $w$, the mean of $e$ is $m$ whatever $u$ is. The mean of a square is at least the square of the mean, so $\int e^2dy\ge2bm^2$, with equality only for uniform $e$. Also $\int e\,dy=2bm$. Together with Lemma 3,

$$\Pi\ge \bar Ehb\,m^2-2b\sigma h\,m+2b\sigma_ch\,m .$$

Completing the square gives

$$\Pi\ge\frac{bh}{\bar E}\left[\left(\bar Em-(\sigma-\sigma_c)\right)^2-(\sigma-\sigma_c)^2\right]\ge-\frac{bh}{\bar E}(\sigma-\sigma_c)^2 .$$

All the inequalities become equalities only if $e$ is uniform, $w$ has the cosine shape, and

$$m=\frac{\sigma-\sigma_c}{\bar E}.$$

For $w=(A/2)[1+\cos(\pi y/b)]$ the slope is $w'=-(\pi A/2b)\sin(\pi y/b)$. The mean of $\sin^2$ over the strip is $1/2$, so

$$m=\frac12\cdot\frac{\pi^2A^2}{4b^2}\cdot\frac12=\frac{\pi^2A^2}{16b^2}.$$

Equate the two expressions for $m$ and use $1/\bar E=\pi^2h^2/(12b^2\sigma_c)$ from the definition of $\sigma_c$:

$$A^2=\frac{16b^2}{\pi^2}\,\frac{\sigma-\sigma_c}{\bar E}
=\frac{16b^2}{\pi^2}\,\frac{\pi^2h^2}{12b^2}\,\frac{\sigma-\sigma_c}{\sigma_c}
=\frac43h^2\left(\frac{\sigma}{\sigma_c}-1\right).$$

The condition $w\ge0$ selects the positive root. The required displacement exists: with $w'^2/2=m[1-\cos(2\pi y/b)]$, uniform $e=m$ gives $u'=m\cos(2\pi y/b)$, so $u=(mb/2\pi)\sin(2\pi y/b)$, which vanishes at both edges. ∎

With the clamped conditions, the linear equation $Dw''''+Nw''=0$ allows only certain shapes, each with its own force, and leaves the amplitude free. The amplitude comes from the quadratic term $w'^2/2$: the film rises until the added length has lowered the compression across the strip from $\sigma$ to $\sigma_c$.

## Remark 1: other equilibria

Consider contact-free solutions. A nonzero deflection needs $N>0$, by the identity in Part 1. With $k^2=N/D$ the general solution is

$$w=a\cos ky+c\sin ky+p+qy .$$

Adding and subtracting the conditions at $y=\pm b$ separates the even and odd parts. The even part requires $a\cos kb+p=0$ and $a\sin kb=0$, hence $kb=n\pi$ with $n=1,2,\dots$. The odd part requires $c\sin kb+qb=0$ and $ck\cos kb+q=0$. Eliminating $q$ gives $\tan kb=kb$, whose first positive root is $kb=4.4934$.

Let a higher root belong to the stress $\sigma_n=Dk_n^2/h>\sigma_c$. Its branch exists for $\sigma>\sigma_n$, with $m=(\sigma-\sigma_n)/\bar E$. Since $D\int w''^2dy=4b\sigma_nh\,m$ on this branch,

$$\Pi=bh\left[\bar Em^2-2(\sigma-\sigma_n)m\right]=-\frac{bh}{\bar E}(\sigma-\sigma_n)^2,$$

which lies above the minimum found in the theorem.

These branches are also unstable. Change $w$ to $w+\epsilon v$ and let $u$ adjust so that $e$ stays uniform. The term of order $\epsilon^2$ in the energy is

$$\frac{\bar Eh}{4b}\left(\int w'v'dy\right)^2+\frac12\left[D\int v''^2dy-\sigma_nh\int v'^2dy\right].$$

Choose $v=1+\cos(\pi y/b)$. Applying the variation in Lemma 2 to each mode, with the other as test function, shows that $D\int w''v''dy$ equals both $\sigma_nh\int w'v'dy$ and $\sigma_ch\int w'v'dy$. Because $\sigma_n\ne\sigma_c$, $\int w'v'dy=0$. The first term vanishes, and the second is $\frac12(\sigma_c-\sigma_n)h\int v'^2dy<0$. Since $v\ge0$, this disturbance is also open to a film resting above a substrate.

The odd branch takes negative values of $w$ and would penetrate the substrate, but it is a useful test of the energy formula. It starts at $\sigma_n/\sigma_c=2.0457$. At $\sigma/\sigma_c=4$ its energy should be $[(4-2.0457)/(4-1)]^2=0.424$ times that of the cosine branch. The numerical output gives 0.4243 and a negative energy curvature, as derived.

## Remark 2: limits and the role of width

Expanding the square in the formula gives the equivalent form

$$A^2=\frac{16b^2}{\pi^2}\frac{\sigma}{\bar E}-\frac43h^2 .$$

Far above threshold the second term is negligible and $A\simeq(4b/\pi)\sqrt{\sigma/\bar E}$, independent of thickness. The height is then set by geometry: the film must accommodate nearly all of the extra length $2b\sigma/\bar E$ that it would gain if the compression across the strip were released completely while the strain along the strip stayed fixed. Just above threshold the two terms nearly cancel, and $A$ grows as the square root of $\sigma-\sigma_c$. At $\sigma/\sigma_c=1.01$ the height of the straight shape is already $0.115\,h$. Under equibiaxial prestress this shape is not stable so close to threshold (Remark 4).

At fixed stress the threshold for buckling that is uniform along $x$ becomes a minimum half-width. Setting $\sigma=\sigma_c$ gives

$$b_c=\pi h\sqrt{\frac{\bar E}{12\sigma}},\qquad \frac{\sigma}{\sigma_c}=\left(\frac b{b_c}\right)^2 .$$

A narrower strip has no buckled state of this uniform kind. It need not stay flat, however: compression along the strip can produce buckles that vary along $x$, which the theorem does not cover. Under equibiaxial prestress the flat clamped strip first buckles at about $0.94\,\sigma_c$, into bumps with a period of about $5b$ along $x$.

## Remark 3: driving force on the edges

The theorem holds $b$ fixed. To see what this demands of the interface, differentiate the minimum energy at constant $\sigma$, using $d\sigma_c/db=-2\sigma_c/b$:

$$-\frac{d\Pi}{db}=\frac h{\bar E}\left[(\sigma-\sigma_c)^2+4\sigma_c(\sigma-\sigma_c)\right]=\frac h{\bar E}(\sigma-\sigma_c)(\sigma+3\sigma_c).$$

Raising $b$ by $db$ moves both edges, so the energy released per unit area of new crack is half of this:

$$G=\frac{h}{2\bar E}(\sigma-\sigma_c)(\sigma+3\sigma_c).$$

The blister keeps its width if $G$ is below the energy per area needed to separate the interface under the loading at the edge. If $G$ exceeds that energy, $b$ grows and $\sigma_c$ falls. Growth need not stop, because $G$ tends to the finite value $h\sigma^2/(2\bar E)$ for large $b$. If it does stop and the strip is still straight, the amplitude must be evaluated with the new width.

## Remark 4: where the result fails

The neglected geometric terms are smaller than those kept by factors of the order of the squared slope or the membrane strain. At fixed $\sigma/\sigma_c$ both scale as $(h/b)^2$. A rod model with exact rotations and stretch, whose moment is $D$ times the rotation per undeformed length, estimates the effect. At $\sigma/\sigma_c=4$ its centre height exceeds the formula by 1.08 % of the formula value for $h/b=0.1$, and by 0.27 % for $h/b=0.05$. Halving $h/b$ again, to 0.025, reduces the excess by a factor 3.999, in agreement with the quadratic scaling. This rod still has a linear force–stretch law and no transverse shear deformation, so the figures are not the total error for a real film. They also depend on the moment law: with the moment proportional to the curvature per deformed length the excesses become 1.5 % and 0.37 %. Only their order and scaling are significant.

The clamped conditions are an idealization even on a rigid substrate. A film bonded only on its lower face deforms over a distance of order $h$ beyond the edge, so the edge rotates, and the error is of first order in $h/b$. For a plane-strain elastic film with $\nu=0.3$ the critical stress lies about 10 %, 5 % and 2 % below $\sigma_c$ for $h/b=0.1$, 0.05 and 0.025. At $\sigma/\sigma_c=4$ the height then exceeds the formula by about 2.6 %, 1.5 % and 0.8 %. A compliant substrate lets the edges rotate and shift further. Plastic flow or cracking violates linear elasticity. The theorem also says nothing about disturbances that vary along $x$. Buckling lowers the compression along the strip only by $\nu(\sigma-\sigma_c)$, so considerable stress can remain in that direction, and whether it makes the straight blister wavy requires a separate stability analysis. For equibiaxial prestress and $\nu=0.3$, the second variation of the von Karman energy with clamped edges makes the straight blister stable only for $\sigma/\sigma_c$ between about 1.05 and 6.5. Below this range it breaks into symmetric bumps, and above it an antisymmetric wave grows. The worked example lies inside the range; the far-above-threshold limit of Remark 2 does not.

## Worked example

Take round model parameters: $E=200$ GPa, $\nu=0.3$, $h=200$ nm, $b=5$ µm, and equibiaxial compression $\sigma=1.0$ GPa. Then $\bar E=200/(1-0.09)=219.78$ GPa and $h/b=0.04$. The critical stress is

$$\sigma_c=\frac{\pi^2}{12}(219.78)(0.04)^2=0.2892\ \text{GPa},$$

so $\sigma/\sigma_c=3.458$. The film is well above threshold, and its height is

$$A=200\sqrt{\tfrac43(3.458-1)}=200\times1.810=362\ \text{nm}.$$

The blister is nearly two film thicknesses high but shallow compared with its width of 10 µm. Its largest slope is $\pi A/(2b)=0.114$. The exact-rotation rod gives 362.6 nm, an excess of 0.16 %, so small slopes are a good approximation here. The clamped edge is the larger error: edge rotation of a film bonded only on its lower face lowers the critical stress by about 4 % and raises the height by about 1.3 %.

The relieved strain is $(1.0-0.2892)/219.78=0.00323$, which equals the mean of $w'^2/2$. After buckling the mean compression across the strip is 0.289 GPa. Along the strip it is $1.0-0.3(1.0-0.2892)=0.787$ GPa: most of the original stress remains there.

Bending adds a local stress of magnitude $\bar E(h/2)|w''|$ at the film faces. Its largest value is $\bar Eh\pi^2A/(4b^2)=3\sigma_cA/h$, reached at the edges and the centre. At the edges $w''>0$, so the lower face is stretched; at the centre $w''<0$ and the upper face is stretched. The net tension there is

$$\sigma_c\left(\frac{3A}{h}-1\right)=0.2892\,(5.43-1)=1.28\ \text{GPa}.$$

The opposite face carries a compression $\sigma_c(3A/h+1)=1.86$ GPa. A film under compression can therefore develop tension larger than its initial stress, and a still larger compression, and its strength must be checked against both before the elastic formula is used.

The energy released by buckling is $2.30\times10^{-6}$ J/m. The driving force at each edge follows from Remark 3:

$$G=\frac{(200\times10^{-9})(0.7108\times10^9)(1.8677\times10^9)}{2(219.78\times10^9)}=0.60\ \text{J/m}^2 .$$

The assumed width can persist only if the interface resists this value.

The numerical output also compares the amplitude formula with a direct minimization of the energy over polynomial $u$ and $w$, which presupposes neither a uniform force nor a cosine. The two agree to the printed digits from $\sigma/\sigma_c=0.9$, where the film stays flat, to 10, where $A=3.46\,h$. That comparison tests the solution within von Karman theory; the exact-rotation rod tests the small-slope approximation itself.

## Computed results

```
CRITICAL LOADS (Ritz eigenvalues)
lowest k*b = 3.141593 (pi = 3.141593)
second k*b = 4.493409 (root of tan x = x: 4.493409)
second load / lowest load = 2.0457
CENTRE HEIGHT A/h: energy minimization against formula
sigma/sigma_c =  0.90: Ritz 0.000000, formula 0.000000
sigma/sigma_c =  1.01: Ritz 0.115470, formula 0.115470
sigma/sigma_c =  1.50: Ritz 0.816497, formula 0.816497
sigma/sigma_c =  2.00: Ritz 1.154701, formula 1.154701
sigma/sigma_c =  4.00: Ritz 2.000000, formula 2.000000
sigma/sigma_c = 10.00: Ritz 3.464102, formula 3.464102
ANTISYMMETRIC BRANCH at sigma/sigma_c = 4
lowest Hessian eigenvalue (scaled) = -0.07201
energy / energy of cosine branch = 0.4243
EXACT-ROTATION ROD at sigma/sigma_c = 4
h/b = 0.100: A/h = 2.021545, excess over formula = 1.0773 %
h/b = 0.050: A/h = 2.005395, excess over formula = 0.2697 %
h/b = 0.025: A/h = 2.001349, excess over formula = 0.0675 %
error ratio on halving h/b (0.05 to 0.025) = 3.999
WORKED EXAMPLE
E = 200 GPa, nu = 0.3, h = 200 nm, b = 5 um, sigma = 1.0 GPa
equibiaxial mismatch strain = 0.00350
plane-strain modulus Ebar = 219.78 GPa
bending stiffness D = 1.4652e-10 N m
h/b = 0.040
critical stress sigma_c = 0.2892 GPa
stress ratio sigma/sigma_c = 3.4576
released strain (sigma-sigma_c)/Ebar = 0.003234
mean of w'^2/2 by quadrature = 0.003234
A/h = 1.8102
centre height A = 362.0 nm
largest slope pi*A/(2b) = 0.1137
compression across strip after buckling = 0.2892 GPa
compression along strip after buckling = 0.7868 GPa
energy released per unit length = 2.2987e-06 J/m
centre height, exact-rotation rod = 362.6 nm
excess over formula = 0.159 %
```
